# Linewidth change and dose error in a constant-threshold resist: a program that tests the result

```python
"""Dose sensitivity of printed width for a constant-threshold resist.

Result under test: dw/w = s*(2/NILS)*dE/E to first order, where
  w    = printed width, E = dose, edges lie where E*I(x) = E_threshold,
  I(x) = image intensity relative to the clear field,
  NILS = w*|d ln I/dx| at the nominal edge (two mirror-equivalent edges),
  s    = +1 for a bright space, -1 for a dark line.
For unequal edges 2/NILS becomes 1/N_left + 1/N_right, N = w*|d ln I/dx|.
Second order: dw/w = s*(2/NILS)*(d - (1-kappa/2)*d**2), d = dE/E,
  kappa = I*I''/(I')**2 at the edge.
Widths come from root searches; predictions come from image derivatives.
Lengths are in nm, doses in mJ/cm^2. Imaging is scalar with a thin mask.
"""
import numpy as np
from scipy.optimize import brentq

WAVELENGTH = 193.0
NA = 0.75
SIGMA = 0.7
PERIOD = 300.0
MASK_LINE = 150.0
TARGET_LINE = 130.0
THRESHOLD_DOSE = 10.0


def source_points(n):
    """Uniform disc source in pupil units; n is even."""
    odd = np.arange(-n + 1, n, 2)
    kx, ky = np.meshgrid(odd, odd)
    inside = kx**2 + ky**2 <= n**2
    return SIGMA * kx[inside] / n, SIGMA * ky[inside] / n


def pupil(px, py, defocus):
    rho2 = px**2 + py**2
    axial = np.sqrt(1 - NA**2 * np.minimum(rho2, 1.0))
    phase = 2 * np.pi * defocus / WAVELENGTH * axial
    return np.where(rho2 <= 1.0, np.exp(1j * phase), 0.0)


class Image:
    """Periodic Abbe image stored as Fourier harmonics.

    openings: list of (left edge, right edge, amplitude transmission).
    """

    def __init__(self, openings, period, defocus=0.0, n=100):
        self.k = 2 * np.pi / period
        q = WAVELENGTH / (period * NA)
        top = int((1 + SIGMA) / q) + 1
        orders = np.arange(-top, top + 1)
        amplitudes = np.zeros(len(orders), complex)
        for left, right, transmission in openings:
            width, centre = right - left, (left + right) / 2
            amplitudes += (transmission * width / period
                           * np.sinc(orders * width / period)
                           * np.exp(-1j * self.k * orders * centre))
        sx, sy = source_points(n)
        fields = amplitudes * pupil(sx[:, None] + orders * q,
                                    sy[:, None], defocus)
        size = len(orders)
        self.harmonics = np.array([
            np.sum(fields[:, m:] * fields[:, :size - m].conj()) / len(sx)
            for m in range(size)])

    def value(self, x, derivative=0):
        m = np.arange(len(self.harmonics))
        weight = np.where(m == 0, 1.0, 2.0)
        terms = (weight * self.harmonics * (1j * self.k * m)**derivative
                 * np.exp(1j * self.k * m * x))
        return float(np.sum(terms).real)

    def log_slope(self, x):
        return self.value(x, 1) / self.value(x)


def find_edges(image, dose, left, centre, right):
    def excess(x):
        return dose * image.value(x) - THRESHOLD_DOSE
    return (brentq(excess, left, centre, xtol=1e-12, rtol=1e-14),
            brentq(excess, centre, right, xtol=1e-12, rtol=1e-14))


def printed_width(image, dose, bracket):
    left_edge, right_edge = find_edges(image, dose, *bracket)
    return right_edge - left_edge


def measured_sensitivity(image, dose, bracket, step=1e-3):
    """d ln w / d ln E at the nominal dose from widths at two doses."""
    w0 = printed_width(image, dose, bracket)
    high = printed_width(image, dose * (1 + step), bracket)
    low = printed_width(image, dose * (1 - step), bracket)
    return (high - low) / (2 * step * w0)


half_period = PERIOD / 2
line_bracket = (-half_period, 0.0, half_period)
space_bracket = (0.0, half_period, PERIOD)
grating = [(MASK_LINE / 2, PERIOD - MASK_LINE / 2, 1.0)]
image = Image(grating, PERIOD)
edge = TARGET_LINE / 2

# Image check: sampled mask, explicit fields, squared modulus.
cells = 3000
mask_x = (np.arange(cells) + 0.5) * PERIOD / cells - half_period
mask_t = (np.abs(mask_x) > MASK_LINE / 2).astype(float)
sx, sy = source_points(100)
for defocus in (0.0, 150.0):
    test_image = Image(grating, PERIOD, defocus)
    for x in (0.0, 40.0, edge, 150.0):
        field = np.zeros(len(sx), complex)
        for order in range(-4, 5):
            wave = np.exp(-2j * np.pi * order * mask_x / PERIOD)
            amplitude = np.mean(mask_t * wave)
            px = sx + order * WAVELENGTH / (PERIOD * NA)
            field += (amplitude * pupil(px, sy, defocus)
                      * np.exp(2j * np.pi * order * x / PERIOD))
        direct = np.mean(np.abs(field)**2)
        assert abs(direct - test_image.value(x)) < 1e-5

# Nominal exposure and first-order law for line and space.
intensity = image.value(edge)
dose0 = THRESHOLD_DOSE / intensity
slope = image.log_slope(edge)
line_w = printed_width(image, dose0, line_bracket)
space_w = printed_width(image, dose0, space_bracket)
assert abs(line_w - TARGET_LINE) < 1e-8
assert abs(image.log_slope(-edge) + slope) < 1e-10
nils_line = line_w * abs(slope)
nils_space = space_w * abs(slope)
sens_line = measured_sensitivity(image, dose0, line_bracket)
sens_space = measured_sensitivity(image, dose0, space_bracket)
assert abs(sens_line * nils_line / 2 + 1) < 1e-4
assert abs(sens_space * nils_space / 2 - 1) < 1e-4

fine_nils = TARGET_LINE * abs(Image(grating, PERIOD, n=200).log_slope(edge))
assert abs(fine_nils / nils_line - 1) < 0.01

print("wavelength %.0f nm, NA %.2f, sigma %.1f" % (WAVELENGTH, NA, SIGMA))
print("mask period %.0f nm, mask line %.0f nm" % (PERIOD, MASK_LINE))
print("threshold dose %.1f mJ/cm^2" % THRESHOLD_DOSE)
print("image at line centre %.4f (clear field = 1)" % image.value(0.0))
print("image at space centre %.4f (clear field = 1)"
      % image.value(half_period))
print("image at nominal edge %.4f (clear field = 1)" % intensity)
print("nominal dose %.3f mJ/cm^2" % dose0)
print("log-slope at edge %.5f 1/nm" % slope)
print("printed line %.1f nm, printed space %.1f nm" % (line_w, space_w))
print("NILS line %.4f, NILS space %.4f" % (nils_line, nils_space))
print("NILS line with finer source grid %.4f" % fine_nils)
print("line: 2/NILS %.5f, measured dlnw/dlnE %.5f"
      % (2 / nils_line, sens_line))
print("space: 2/NILS %.5f, measured dlnw/dlnE %.5f"
      % (2 / nils_space, sens_space))

# Second-order term, from the even part of the width change.
kappa = intensity * image.value(edge, 2) / image.value(edge, 1)**2
step = 1e-3
for bracket, w0, nils, sign in (
        (line_bracket, line_w, nils_line, -1),
        (space_bracket, space_w, nils_space, 1)):
    up = printed_width(image, dose0 * (1 + step), bracket) / w0 - 1
    down = printed_width(image, dose0 * (1 - step), bracket) / w0 - 1
    measured_second = (up + down) / (2 * step**2)
    predicted_second = -sign * (2 / nils) * (1 - kappa / 2)
    assert abs(measured_second - predicted_second) < 1e-3
    if sign == -1:
        print("kappa %.4f" % kappa)
        print("line second-order coefficient: formula %.4f, measured %.4f"
              % (predicted_second, measured_second))

print("line: dose error %, width nm, change % (found, linear, quadratic)")
for d in (-0.10, -0.05, -0.01, 0.01, 0.05, 0.10):
    w = printed_width(image, dose0 * (1 + d), line_bracket)
    found = w / line_w - 1
    linear = -2 / nils_line * d
    quadratic = -2 / nils_line * (d - (1 - kappa / 2) * d**2)
    if abs(d) <= 0.05:
        assert abs(found - quadratic) < abs(found - linear)
    print("  %+5.0f  %8.3f  %+8.3f %+8.3f %+8.3f"
          % (100 * d, w, 100 * found, 100 * linear, 100 * quadratic))

# Exposure latitude: doses that print the limiting widths.
for fraction in (0.01, 0.10):
    dose_high = THRESHOLD_DOSE / image.value(edge * (1 - fraction))
    dose_low = THRESHOLD_DOSE / image.value(edge * (1 + fraction))
    latitude = (dose_high - dose_low) / dose0
    if fraction == 0.01:
        assert abs(latitude / (fraction * nils_line) - 1) < 2e-3
    print("width limits +-%.0f %%: doses %.3f to %.3f mJ/cm^2"
          % (100 * fraction, dose_low, dose_high))
    print("  total latitude found %.3f %%, linear law %.3f %%"
          % (100 * latitude, 100 * fraction * nils_line))

# Defocused images, each exposed to the same line width.
previous_nils = nils_line
for defocus in (100.0, 200.0):
    blurred = Image(grating, PERIOD, defocus)
    dose = THRESHOLD_DOSE / blurred.value(edge)
    nils = TARGET_LINE * abs(blurred.log_slope(edge))
    sensitivity = measured_sensitivity(blurred, dose, line_bracket)
    assert abs(sensitivity * nils / 2 + 1) < 1e-4
    assert nils < previous_nils
    previous_nils = nils
    print("defocus %.0f nm: dose %.3f mJ/cm^2, NILS %.4f"
          % (defocus, dose, nils))
    print("  2/NILS %.5f, measured dlnw/dlnE %.5f"
          % (2 / nils, sensitivity))

# Dark line between a partly transmitting and a clear opening.
uneven = Image([(-225.0, -75.0, 0.7), (75.0, 475.0, 1.0)], 900.0)
uneven_bracket = (-150.0, 0.0, 150.0)
uneven_dose = THRESHOLD_DOSE / 0.3
x_left, x_right = find_edges(uneven, uneven_dose, *uneven_bracket)
uneven_w = x_right - x_left
n_left = uneven_w * abs(uneven.log_slope(x_left))
n_right = uneven_w * abs(uneven.log_slope(x_right))
two_edge = 1 / n_left + 1 / n_right
uneven_sens = measured_sensitivity(uneven, uneven_dose, uneven_bracket)
assert abs(uneven_sens / two_edge + 1) < 1e-4
assert abs(2 / n_left / two_edge - 1) > 0.05
assert abs(2 / n_right / two_edge - 1) > 0.05
print("uneven line: dose %.3f mJ/cm^2, width %.2f nm"
      % (uneven_dose, uneven_w))
print("  edges at %.2f and %.2f nm" % (x_left, x_right))
print("  N left %.4f, N right %.4f, harmonic mean %.4f"
      % (n_left, n_right, 2 / two_edge))
print("  two-edge law %.5f, measured dlnw/dlnE %.5f"
      % (two_edge, uneven_sens))
print("  one-edge estimates: left %.5f, right %.5f"
      % (2 / n_left, 2 / n_right))

print("tests ok")
```

Running it gives:

```
wavelength 193 nm, NA 0.75, sigma 0.7
mask period 300 nm, mask line 150 nm
threshold dose 10.0 mJ/cm^2
image at line centre 0.0377 (clear field = 1)
image at space centre 0.7368 (clear field = 1)
image at nominal edge 0.2649 (clear field = 1)
nominal dose 37.757 mJ/cm^2
log-slope at edge 0.02537 1/nm
printed line 130.0 nm, printed space 170.0 nm
NILS line 3.2978, NILS space 4.3125
NILS line with finer source grid 3.2969
line: 2/NILS 0.60646, measured dlnw/dlnE -0.60646
space: 2/NILS 0.46376, measured dlnw/dlnE 0.46377
kappa 0.4315
line second-order coefficient: formula 0.4756, measured 0.4756
line: dose error %, width nm, change % (found, linear, quadratic)
    -10   138.569    +6.591   +6.065   +6.540
     -5   134.104    +3.157   +3.032   +3.151
     -1   130.795    +0.611   +0.606   +0.611
     +1   129.218    -0.602   -0.606   -0.602
     +5   126.206    -2.919   -3.032   -2.913
    +10   122.681    -5.630   -6.065   -5.589
width limits +-1 %: doses 37.142 to 38.388 mJ/cm^2
  total latitude found 3.298 %, linear law 3.298 %
width limits +-10 %: doses 32.262 to 44.876 mJ/cm^2
  total latitude found 33.409 %, linear law 32.978 %
defocus 100 nm: dose 36.493 mJ/cm^2, NILS 2.8122
  2/NILS 0.71120, measured dlnw/dlnE -0.71120
defocus 200 nm: dose 33.648 mJ/cm^2, NILS 1.7344
  2/NILS 1.15312, measured dlnw/dlnE -1.15312
uneven line: dose 33.333 mJ/cm^2, width 193.99 nm
  edges at -116.35 and 77.63 nm
  N left 1.6622, N right 4.7377, harmonic mean 2.4610
  two-edge law 0.81269, measured dlnw/dlnE -0.81270
  one-edge estimates: left 1.20323, right 0.42215
tests ok
```
